# Bipolar Heat Conduction by Electrons and Holes, Derived Two Ways: a program that tests the result

```python
# Result under test: at zero total current, electrons and holes that share one
# electrochemical potential add to the thermal conductivity the bipolar term
#   kappa_b = T (S_e - S_h)^2 sigma_e sigma_h / (sigma_e + sigma_h).
# sigma: electrical conductivity, S: signed Seebeck coefficient, T: temperature.
# eta: chemical potential measured into a band from its edge, in units of kT.
# Scattering time varies as (carrier energy)^r; r = -1/2 for acoustic phonons.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma

e, kB, m0, hbar = const.e, const.k, const.m_e, const.hbar
kBe = kB / e

# ---------- rough typical inputs for germanium near 800 K ----------
T = 800.0
gap_eV, gap_room_eV = 0.45, 0.66
mass_e, mass_h = 0.55, 0.35
mob_e, mob_h = 750e-4, 200e-4          # m^2/Vs
kappa_lat = 18.0                       # W/(m K)
lifetime = 1e-6                        # s
donors = 1e25                          # m^-3
kT_eV = kBe * T
g = gap_eV / kT_eV


def band_density(mass):
    return 2 * (mass * m0 * kB * T / (2 * np.pi * hbar**2))**1.5


Nc, Nv = band_density(mass_e), band_density(mass_h)
x_grid = np.linspace(0, 60, 6001)
t_grid = np.linspace(0, 8, 4001)


def moments(eta, r=-0.5):
    """Transport moments of one band with Fermi-Dirac statistics."""
    w = x_grid**(r + 1.5) / gamma(r + 2.5) / (4 * np.cosh((x_grid - eta) / 2)**2)
    return [simpson(w * (x_grid - eta)**k, x=x_grid) for k in range(3)]


def filling(eta):
    """Carrier density divided by the effective density of states."""
    f = 1 / (np.exp(t_grid**2 - eta) + 1)
    return 4 / np.sqrt(np.pi) * simpson(t_grid**2 * f, x=t_grid)


def bipolar(sig_e, sig_h, seeb_e, seeb_h, temp):
    return temp * (seeb_e - seeb_h)**2 * sig_e * sig_h / (sig_e + sig_h)


def channel_parts(eta_e, gap, amp_e, amp_h):
    """Separate band coefficients; Seebeck in k/e, heat in (k/e)^2 T."""
    a, b = moments(eta_e), moments(-gap - eta_e)
    return (amp_e * a[0], amp_h * b[0], -a[1] / a[0], b[1] / b[0],
            amp_e * (a[2] - a[1]**2 / a[0]), amp_h * (b[2] - b[1]**2 / b[0]))


def total_heat(eta_e, gap, amp_e, amp_h):
    """Open-circuit heat conduction from one integral over all energies."""
    Ec, Ev = -eta_e, -eta_e - gap      # energies from the chemical potential

    def integrand(E, k):
        s = amp_e * max(E - Ec, 0) + amp_h * max(Ev - E, 0)
        return s * E**k / (4 * np.cosh(E / 2)**2)
    K = [sum(quad(integrand, lo, hi, args=(k,), epsabs=0, epsrel=1e-10,
                  limit=200)[0] for lo, hi in ((Ev - 50, Ev), (Ec, Ec + 50)))
         for k in range(3)]
    return K[2] - K[1]**2 / K[0]


# ---------- single-band laws from the transport integrals ----------
for r in (-0.5, 0.0, 1.5):
    M = moments(-12.0, r)
    assert abs(M[1] / M[0] - (12 + r + 2.5)) < 1e-3
    assert abs((M[2] - M[1]**2 / M[0]) / M[0] - (r + 2.5)) < 1e-3

# ---------- full two-band integral against the sum of parts ----------
amp_e, amp_h = e * mob_e * Nc, e * mob_h * Nv


def solve_eta(doping):
    return brentq(lambda h: Nc * filling(h) - Nv * filling(-g - h) - doping,
                  -g - 4, 4)


fd = {}
for name, doping in (("intrinsic", 0.0), ("doped", donors)):
    eta = solve_eta(doping)
    se, sh, Se, Sh, ke, kh = channel_parts(eta, g, amp_e, amp_h)
    kb = bipolar(se, sh, Se, Sh, 1.0)
    whole = total_heat(eta, g, amp_e, amp_h)
    assert abs(whole / (ke + kh + kb) - 1) < 1e-5
    fd[name] = (Nc * filling(eta), Nv * filling(-g - eta), kb * kBe**2 * T)

# ---------- doping optimum: largest when both conductivities agree ----------


def minus_extra(eta_e):
    p = channel_parts(eta_e, 20.0, 3.75, 1.0)
    return -(total_heat(eta_e, 20.0, 3.75, 1.0) - p[4] - p[5]) * 1e4


best = minimize_scalar(minus_extra, bounds=(-13, -7), method="bounded",
                       options={"xatol": 1e-6})
p_best = channel_parts(best.x, 20.0, 3.75, 1.0)
assert abs(p_best[0] / p_best[1] - 1) < 0.01

# ---------- a band edge that moves with position leaves S unchanged ----------
# Local units: kT = 1 at the origin, temperature slope 1, band edge at 'edge'.


def electron_seebeck(edge, edge_slope):
    d = 1e-4

    def f0(pos, en, mu_slope):
        return np.exp(-(en + edge + edge_slope * pos - mu_slope * pos) / (1 + pos))

    def flow(mu_slope):
        dpos = (f0(d, x_grid, mu_slope) - f0(-d, x_grid, mu_slope)) / (2 * d)
        den = (f0(0, x_grid + d, mu_slope) - f0(0, x_grid - d, mu_slope)) / (2 * d)
        return simpson(x_grid * (dpos - edge_slope * den), x=x_grid)
    a, b = flow(0.0), flow(1.0)
    return a / (a - b)                 # electrochemical slope at zero current


for slope in (0.0, -3.0, 5.0):
    assert abs(electron_seebeck(3.0, slope) + 5.0) < 1e-3

# ---------- ladder: two potentials and temperature, finite recombination ----


def slab_formula(K0, kb, lam, L):
    b = kb / K0
    y = L * np.sqrt(1 + b) / (2 * lam)
    return K0 / (1 - b / (1 + b) * (1 - np.tanh(y) / y))


def ladder(se, sh, Se, Sh, K0, rec, L, surface, N=400):
    """Unit reference temperature; contacts pass heat but no charge."""
    h, n = L / N, N + 1
    A, rhs = np.zeros((3 * n, 3 * n)), np.zeros(3 * n)

    def link(i):
        dT, dPe, dPh = np.zeros((3, 3 * n))
        for arr, off in ((dPe, 0), (dPh, n), (dT, 2 * n)):
            arr[off + i], arr[off + i + 1] = -1 / h, 1 / h
        Je, Jh = -se * (dPe + Se * dT), -sh * (dPh + Sh * dT)
        return Je, Jh, -K0 * dT + Se * Je + Sh * Jh
    for i in range(N):
        for k, current in enumerate(link(i)):
            A[k * n + i] += current
            A[k * n + i + 1] -= current
    for i in range(n):
        c = rec * h * (0.5 if i in (0, N) else 1) + (surface if i in (0, N) else 0)
        A[i, n + i] -= c
        A[i, i] += c
        A[n + i, n + i] += c
        A[n + i, i] -= c
    for row, value in ((0, 0.0), (2 * n, 1.0), (3 * n - 1, 0.0)):
        A[row] = 0
        A[row, row], rhs[row] = 1, value
    sol = np.linalg.solve(A, rhs)
    return (link(N // 2)[2] @ sol) * L


lad = (3.0, 1.0, -1.0, 1.5, 2.0)
lad_kb = bipolar(*lad[:4], 1.0)
lad_sr = 3.0 * 1.0 / 4.0
for lam in (0.1, 0.3, 2.0):
    rec = lad_sr / lam**2
    blocked = ladder(*lad, rec, 1.0, 0.0)
    assert abs(blocked / slab_formula(2.0, lad_kb, lam, 1.0) - 1) < 1e-3
    assert abs(ladder(*lad, rec, 1.0, 1e6) / (2.0 + lad_kb) - 1) < 1e-3
assert abs(ladder(*lad, 1e-6, 1.0, 0.0) / 2.0 - 1) < 1e-3

# ---------- germanium numbers, nondegenerate bands ----------


def intrinsic(gap):
    return np.sqrt(Nc * Nv) * np.exp(-gap / (2 * kT_eV))


def kb_closed(gap, r=-0.5):
    n = intrinsic(gap)
    s1, s2 = e * n * mob_e, e * n * mob_h
    return T * kBe**2 * (gap / kT_eV + 5 + 2 * r)**2 * s1 * s2 / (s1 + s2)


ni = intrinsic(gap_eV)
sig_e, sig_h = e * ni * mob_e, e * ni * mob_h
sig_r = sig_e * sig_h / (sig_e + sig_h)
eta_i = np.log(ni / Nc)
S_e, S_h = -kBe * (2 - eta_i), kBe * (2 + g + eta_i)
dS = S_h - S_e
kb = bipolar(sig_e, sig_h, S_e, S_h, T)
k_single = 2 * kBe**2 * T * (sig_e + sig_h)
K0 = kappa_lat + k_single
assert abs(kb / kb_closed(gap_eV) - 1) < 1e-10
assert abs(fd["intrinsic"][2] / kb - 1) < 0.05     # weak degeneracy only

# ---------- recombination length equals the ambipolar diffusion length ------


def ambipolar(n, p):
    return kT_eV * mob_e * mob_h * (n + p) / (n * mob_e + p * mob_h)


def length_from_split(n, p):
    u = 1e-5 * kT_eV                   # small splitting of the two potentials
    rise = n * p * np.expm1(u / kT_eV)
    excess = 2 * rise / ((n + p) + np.sqrt((n + p)**2 + 4 * rise))
    s1, s2 = e * n * mob_e, e * p * mob_h
    return np.sqrt(s1 * s2 / (s1 + s2) / (e * excess / lifetime / u))


for n, p in ((ni, ni), (5 * ni, ni / 5)):
    assert abs(length_from_split(n, p) / np.sqrt(ambipolar(n, p) * lifetime) - 1) < 1e-4
lam = np.sqrt(ambipolar(ni, ni) * lifetime)

# ---------- electron-hole friction in the open-circuit force balance --------


def pair_flow(n, p, friction):
    """Densities in units of ni; unit temperature slope; charge e = 1."""
    A = np.array([[-1 / mob_e - friction * p, friction * p, -1],
                  [friction * n, -1 / mob_h - friction * n, 1],
                  [-n, p, 0]])
    scale = np.array([1.0, 1.0, 1.0])
    v = np.linalg.solve(A, np.array([-S_e, S_h, 0.0]) * scale)
    return p * v[1]


friction = 0.1 / mob_e
n_d, p_d, kb_doped = fd["doped"]
drag_i = pair_flow(1, 1, friction) / pair_flow(1, 1, 0) - 1
drag_d = (pair_flow(n_d / ni, p_d / ni, friction)
          / pair_flow(n_d / ni, p_d / ni, 0) - 1)
assert abs(e * ni * pair_flow(1, 1, 0) / (-sig_r * dS) - 1) < 1e-9
assert abs(drag_i) < 1e-9 and abs(drag_d) > 0.01

# ---------- sizes of neglected effects ----------
alpha_eV = 0.5                         # rough nonparabolicity, 1/eV
a = alpha_eV * kT_eV
w_np = x_grid * (1 + a * x_grid) / (1 + 2 * a * x_grid)**2 * np.exp(-x_grid)
mean_np = simpson(w_np * x_grid, x=x_grid) / simpson(w_np, x=x_grid)
change_np = ((g + 2 + mean_np) / (g + 4))**2 - 1
change_r = kb_closed(gap_eV, 0.0) / kb - 1
change_gap = kb_closed(gap_eV - 0.02) / kb - 1
upper_eV, mass_upper = 0.18, 1.0       # rough upper conduction valleys
ratio_up = (mass_upper / mass_e)**1.5 * np.exp(-upper_eV / kT_eV)
p_up = ni * np.sqrt(1 + ratio_up)
s1, s2 = e * p_up / (1 + ratio_up) * mob_e, e * p_up * mob_h
change_up = s1 * s2 / (s1 + s2) / sig_r - 1
mass_cond = 0.12                       # rough conductivity mass
speed = np.sqrt(8 * kB * T / (np.pi * mass_cond * m0))
free_path = 3 * mob_e * kT_eV / speed

# ---------- printed numbers ----------
print(f"Temperature: {T:.0f} K; kT: {kT_eV:.5f} eV")
print(f"Gap at this temperature (rough): {gap_eV:.2f} eV; gap/kT: {g:.3f}")
print(f"Density-of-states masses e, h (rough): {mass_e}, {mass_h} m0")
print(f"Mobilities e, h (rough): {mob_e*1e4:.0f}, {mob_h*1e4:.0f} cm2/Vs")
print(f"Lattice conductivity (rough): {kappa_lat:.1f} W/(m K)")
print(f"Effective densities Nc, Nv: {Nc*1e-6:.3e}, {Nv*1e-6:.3e} cm^-3")
print(f"Intrinsic density: {ni*1e-6:.3e} cm^-3")
print(f"sigma_e, sigma_h: {sig_e/100:.1f}, {sig_h/100:.1f} S/cm")
print(f"sigma_e sigma_h/(sigma_e+sigma_h): {sig_r/100:.2f} S/cm")
print(f"S_e, S_h: {S_e*1e6:.1f}, {S_h*1e6:.1f} uV/K")
print(f"S_h - S_e: {dS*1e6:.1f} uV/K")
print(f"Net Seebeck: {(sig_e*S_e+sig_h*S_h)/(sig_e+sig_h)*1e6:.1f} uV/K")
print(f"Heat per pair, T(S_h-S_e): {T*dS:.4f} eV")
print(f"Bipolar conductivity: {kb:.3f} W/(m K)")
print(f"kappa_e + kappa_h: {k_single:.3f} W/(m K)")
print(f"Total conductivity: {K0+kb:.2f} W/(m K)")
print(f"Bipolar share of total: {100*kb/(K0+kb):.1f} %")
print(f"Lorenz number, single-channel parts: {k_single/((sig_e+sig_h)*T)/kBe**2:.2f} (k/e)^2")
print(f"Lorenz number with bipolar part: {(k_single+kb)/((sig_e+sig_h)*T)/kBe**2:.2f} (k/e)^2")
print(f"Circulating current at 1 K/um: {sig_r*dS*1e6*1e-4:.1f} A/cm2")
print(f"Best doping, kappa_b over intrinsic: {(mob_e+mob_h)/(2*np.sqrt(mob_e*mob_h)):.3f}")
print(f"Donors: {donors*1e-6:.1e} cm^-3; n, p: {n_d*1e-6:.3e}, {p_d*1e-6:.3e} cm^-3")
print(f"Bipolar conductivity, doped, same mobilities: {kb_doped:.3f} W/(m K)")
print(f"Lifetime (rough): {lifetime*1e6:.1f} us")
print(f"Ambipolar diffusivity: {ambipolar(ni, ni)*1e4:.2f} cm2/s")
print(f"Recombination length: {lam*1e6:.1f} um")
for L in (1e-6, 1e-4, 1e-3):
    gain = slab_formula(K0, kb, lam, L) - K0
    print(f"Nonrecombining contacts, L = {L*1e6:.0f} um: gain {gain:.3g} W/(m K)")
print(f"Electron mean free path (mass {mass_cond} m0, rough): {free_path*1e9:.0f} nm")
print("Changes of kappa_b from neglected effects:")
print(f"  Fermi-Dirac statistics: {100*(fd['intrinsic'][2]/kb-1):+.1f} %")
print(f"  nonparabolicity {alpha_eV} /eV, heat per electron: {100*change_np:+.1f} %")
print(f"  scattering exponent 0 instead of -1/2: {100*change_r:+.1f} %")
print(f"  gap smaller by 0.02 eV: {100*change_gap:+.1f} %")
print(f"  room-temperature gap {gap_room_eV} eV kept: kappa_b = {kb_closed(gap_room_eV):.3f} W/(m K)")
print(f"  upper valleys at {upper_eV} eV, mass {mass_upper} m0, taken immobile:")
print(f"    upper/lower electron ratio {ratio_up:.3f}; change {100*change_up:+.1f} %")
print("  e-h friction, 10 % of electron friction at intrinsic density:")
print(f"    intrinsic {100*abs(drag_i):.1f} %; doped {100*drag_d:+.1f} %")
print("all assertions hold")
```

Output:

```
Temperature: 800 K; kT: 0.06894 eV
Gap at this temperature (rough): 0.45 eV; gap/kT: 6.528
Density-of-states masses e, h (rough): 0.55, 0.35 m0
Mobilities e, h (rough): 750, 200 cm2/Vs
Lattice conductivity (rough): 18.0 W/(m K)
Effective densities Nc, Nv: 4.457e+19, 2.263e+19 cm^-3
Intrinsic density: 1.215e+18 cm^-3
sigma_e, sigma_h: 145.9, 38.9 S/cm
sigma_e sigma_h/(sigma_e+sigma_h): 30.72 S/cm
S_e, S_h: -482.8, 424.4 uV/K
S_h - S_e: 907.2 uV/K
Net Seebeck: -291.8 uV/K
Heat per pair, T(S_h-S_e): 0.7258 eV
Bipolar conductivity: 2.023 W/(m K)
kappa_e + kappa_h: 0.220 W/(m K)
Total conductivity: 20.24 W/(m K)
Bipolar share of total: 10.0 %
Lorenz number, single-channel parts: 2.00 (k/e)^2
Lorenz number with bipolar part: 20.42 (k/e)^2
Circulating current at 1 K/um: 278.7 A/cm2
Best doping, kappa_b over intrinsic: 1.226
Donors: 1.0e+19 cm^-3; n, p: 1.013e+19, 1.341e+17 cm^-3
Bipolar conductivity, doped, same mobilities: 0.288 W/(m K)
Lifetime (rough): 1.0 us
Ambipolar diffusivity: 21.77 cm2/s
Recombination length: 46.7 um
Nonrecombining contacts, L = 1 um: gain 7.74e-05 W/(m K)
Nonrecombining contacts, L = 100 um: gain 0.529 W/(m K)
Nonrecombining contacts, L = 1000 um: gain 1.83 W/(m K)
Electron mean free path (mass 0.12 m0, rough): 31 nm
Changes of kappa_b from neglected effects:
  Fermi-Dirac statistics: -1.3 %
  nonparabolicity 0.5 /eV, heat per electron: -3.0 %
  scattering exponent 0 instead of -1/2: +19.9 %
  gap smaller by 0.02 eV: +9.3 %
  room-temperature gap 0.66 eV kept: kappa_b = 0.733 W/(m K)
  upper valleys at 0.18 eV, mass 1.0 m0, taken immobile:
    upper/lower electron ratio 0.180; change +4.7 %
  e-h friction, 10 % of electron friction at intrinsic density:
    intrinsic 0.0 %; doped -17.8 %
all assertions hold
```
